\section*{Diffuse Re-emission Needs Uniform Sine Squared, Not a Uniform Polar Angle}

\section{A trench that should fill evenly}

Silicon is deposited from silane, SiH$_4$, in a long trench of width $w=100$ nm and depth $L=500$ nm. The gas is at 900 K and 0.2 Torr, and the film on the open, flat field grows at 10 nm/min. A molecule that enters the trench strikes its surfaces about eleven times on average, as shown below, and after each impact that does not deposit silicon it leaves in a new direction. A particle simulation has to draw that direction.

Let $\theta$ be the polar angle from the outward surface normal and $\phi$ the azimuth about it. Diffuse re-emission has no preferred azimuth, so $\phi$ is drawn uniformly on $(0,2\pi)$. It is tempting to treat $\theta$ in the same way and draw it uniformly on $(0,\pi/2)$. The trench shows what this does.

The probability $s$ that an impact deposits a silicon atom follows from the growth rate. The impingement flux from a gas of pressure $p$, molecular mass $m$ and temperature $T$ is
\begin{equation}
J=n\,\frac{\langle v\rangle}{4}=\frac{p}{k_BT}\,\frac14\sqrt{\frac{8k_BT}{\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}},
\end{equation}
which is $4.13\times10^{19}$ cm$^{-2}$s$^{-1}$ here. A rate of 10 nm/min is $1.67\times10^{-8}$ cm/s. With about $5.0\times10^{22}$ silicon atoms per cm$^3$,
\begin{equation}
s=\frac{(1.67\times10^{-8})(5.0\times10^{22})}{4.13\times10^{19}}\approx2.0\times10^{-5}.
\end{equation}
This is an effective probability per impact, not the rate of one elementary surface reaction. It is so small that almost no gas is used up in the trench, and the film should be nearly even.

\section{The counter-example}

\subsection{Emission seen in the cross-section}

The model assumes free flight between walls, complete loss of directional memory at each impact, and a sticking probability that does not depend on the angle of arrival. The gas above the trench is isotropic. The trench is uniform along its length, so what matters is the angle $\alpha$ between the normal and the direction of flight projected on the cross-section.

Three emission laws are compared. Each is written as a probability per solid angle, using $d\Omega=\sin\theta\,d\theta\,d\phi$:
\begin{equation}
q_{\rm c}=\frac{\cos\theta}{\pi},\qquad
q_\theta=\frac{2/\pi}{2\pi\sin\theta}=\frac{1}{\pi^2\sin\theta},\qquad
q_{\rm iso}=\frac1{2\pi}.
\label{laws}
\end{equation}
The first is the cosine law, derived below. The second is uniform $\theta$: its density $2/\pi$ in $\theta$ is divided by the solid angle $2\pi\sin\theta$ of a ring of unit angular width. The third is uniform $\cos\theta$, which is isotropic over the hemisphere.

Let $\chi$ be the angle between the flight direction and the trench axis. Then $d\Omega=\sin\chi\,d\chi\,d\alpha$ and $\cos\theta=\sin\chi\cos\alpha$. Integration over $\chi$ gives the densities in $\alpha$ on $(-\pi/2,\pi/2)$. For the first and third laws,
\begin{align}
p_{\rm c}(\alpha)&=\frac{\cos\alpha}{\pi}\int_0^\pi\sin^2\chi\,d\chi=\frac{\cos\alpha}{2},\\
p_{\rm iso}(\alpha)&=\frac1{2\pi}\int_0^\pi\sin\chi\,d\chi=\frac1\pi .
\end{align}
For uniform $\theta$, put $\mu=\cos\chi$. Then $\sin^2\theta=1-(1-\mu^2)\cos^2\alpha=\sin^2\alpha+\mu^2\cos^2\alpha$, and
\begin{align}
p_\theta(\alpha)&=\frac1{\pi^2}\int_{-1}^{1}\frac{d\mu}{\sqrt{\sin^2\alpha+\mu^2\cos^2\alpha}}
=\frac{2}{\pi^2\cos\alpha}\,\mathrm{arsinh}\frac{\cos\alpha}{|\sin\alpha|}\nonumber\\
&=\frac{2}{\pi^2}\,\frac{\mathrm{artanh}(\cos\alpha)}{\cos\alpha}.
\end{align}
The last form holds because $\sinh y=\cos\alpha/|\sin\alpha|$ gives $\cosh y=1/|\sin\alpha|$, hence $\tanh y=\cos\alpha$. At grazing emission, $|\alpha|\to\pi/2$, the cosine density vanishes, while $p_\theta\to2/\pi^2$. Along the normal, $p_\theta$ diverges logarithmically.

\subsection{The balance of impacts}

Measure lengths in units of $w$, so that the depth is $a=L/w=5$. Let $\Gamma$ be the number of impacts per area and time, divided by its value on the open field. Each surface point receives molecules directly from the gas and molecules re-emitted elsewhere:
\begin{equation}
\Gamma(r)=D(r)+(1-s)\int\Gamma(r')\,k(r'\to r)\,dr' .
\label{balance}
\end{equation}
Here $r$ runs along the walls and floor of the cross-section, $k(r'\to r)\,dr$ is the probability that a molecule emitted at $r'$ next strikes $dr$, and $D$ is the direct supply. The supply obeys the cosine law in all three calculations; the re-emission law alone is changed.

At depth $z$ on a wall, the mouth is seen at angles beyond $\alpha_0=\arctan z$ from the normal, so
\begin{equation}
D(z)=\int_{\alpha_0}^{\pi/2}\frac{\cos\alpha}{2}\,d\alpha=\frac12\left(1-\frac{z}{\sqrt{1+z^2}}\right).
\end{equation}
At mid-depth, $z=2.5$, this is 0.0358.

Now suppose that the flux were even, $\Gamma=1$ everywhere, with $s=0$. Exchange between the two walls depends on the depth difference $|z-z'|$ alone, for any of the three laws, so at equal flux it gives each point as much as it takes. What remains is exchange with the mouth and with the floor. The share of molecules leaving mid-wall straight through the mouth is
\begin{equation}
e=\int_{\alpha_0}^{\pi/2}p(\alpha)\,d\alpha=
\begin{cases}0.0358&\text{cosine law},\\0.0784&\text{uniform }\theta,\\0.1211&\text{uniform }\cos\theta.\end{cases}
\end{equation}
The cosine law returns to the gas what the gas supplies. Uniform $\theta$ returns about 2.2 times as much, because it emits too many molecules near grazing, and in a deep trench those are the ones that reach the mouth.

Exchange with the floor fails too. At equal flux everywhere, the two walls together send the floor 1.40 times what it sends them under uniform $\theta$, and 1.78 times under uniform $\cos\theta$. The cosine law gives 1.000.

\subsection{The false film}

Equation (\ref{balance}) was solved on short surface elements with $s=2.0\times10^{-5}$. The fluxes relative to the field are:

\begin{center}
\begin{tabular}{lccc}
 & cosine & uniform $\theta$ & uniform $\cos\theta$\\
\hline
top tenth of wall & 1.00 & 0.86 & 0.67\\
middle fifth of wall & 1.00 & 0.58 & 0.43\\
lowest tenth of wall & 1.00 & 0.84 & 1.00\\
floor & 1.00 & 0.93 & 1.17
\end{tabular}
\end{center}

Halving the elements from $w/20$ to $w/40$ moved no tenth of the wall, nor the floor average, by more than 0.0012. A separate simulation in three dimensions, with 300\,000 entering molecules for each law, agreed with the balance to within 1.2\,\% of the local flux on every tenth of the wall and on the floor.

For a field film of 20 nm, with the initial fluxes held fixed, uniform $\theta$ gives $20\times0.582=11.6$ nm at mid-wall (averaged over the middle fifth of the wall) and $20\times0.933=18.7$ nm on the floor. The cosine law gives 20.0 nm at both places. The sampler has made a film 42\,\% too thin at mid-wall, in a process with almost no depletion. More particles would reduce the scatter and leave this error in place.

The floor alone is a poor witness, since its error is 7\,\%. It receives an excessive share of what the walls emit, but the walls themselves receive too little, and the two errors partly cancel. Under uniform $\cos\theta$ the first effect wins and the floor flux exceeds that of the open field.

\section{The correct statement and its proof}

Let equally weighted particles leave a surface with $\phi$ uniform and independent of $\theta$. Their number per solid angle follows the cosine law if and only if
\begin{equation}
U=\sin^2\theta\quad\text{is uniformly distributed on }(0,1).
\label{claim}
\end{equation}

\subsection{Why the flux carries a cosine}

Consider a gas whose velocity distribution $f(v)$ depends on speed alone. Molecules with velocity in $d^3v$ that cross an area $dA$ during $dt$ fill a slanted column of length $v\,dt$ and height $v\cos\theta\,dt$. Their number is
\begin{equation}
dN=f(v)\,d^3v\;v\cos\theta\,dA\,dt=\left[f(v)\,v^3dv\right]\cos\theta\,d\Omega\,dA\,dt .
\end{equation}
Speed and angle separate. Since
\begin{equation}
\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi,
\end{equation}
the normalized angular law is $\cos\theta/\pi$. The directions of molecules \emph{in a volume} are isotropic; those of molecules \emph{crossing a surface} are not, because steep flight brings more of them across in a given time. Uniform $\cos\theta$ omits this factor.

For emission, place the surface in equilibrium with the gas. Detailed balance makes the flux leaving in each direction equal to the flux arriving along the reversed direction, so the total outgoing flux also follows $\cos\theta/\pi$. If a molecule keeps no memory of its arrival, every impact has the same outgoing law, which must then be the total one. The memory condition is needed: mirror reflection keeps $\theta$ unchanged and so also preserves a cosine flux in equilibrium, although a single reflection is not diffuse. Using the same law during deposition assumes that the growing surface re-emits as it would in equilibrium.

\subsection{From solid angle to random number}

Integrating the cosine law over azimuth gives
\begin{equation}
p(\theta)=2\pi\sin\theta\,\frac{\cos\theta}{\pi}=2\sin\theta\cos\theta .
\end{equation}
The probability of an angle below $\Theta$ is therefore
\begin{equation}
P(\theta<\Theta)=\int_0^\Theta2\sin\theta\cos\theta\,d\theta=\sin^2\Theta .
\end{equation}
Because $\sin^2\theta$ increases on $(0,\pi/2)$, the event $U<u$ is the event $\theta<\arcsin\sqrt u$. Its probability is $\sin^2(\arcsin\sqrt u)=u$, so $U$ is uniform.

Conversely, if $U$ is uniform, then $P(\theta<\Theta)=\sin^2\Theta$. Differentiating and dividing by the ring's solid angle gives
\begin{equation}
\frac{2\sin\theta\cos\theta}{2\pi\sin\theta}=\frac{\cos\theta}{\pi}.
\end{equation}
This proves (\ref{claim}). With $U$ and $V$ independent and uniform on $(0,1)$, the sampler is
\begin{equation}
\sin\theta=\sqrt U,\qquad\cos\theta=\sqrt{1-U},\qquad\phi=2\pi V ,
\end{equation}
and for unit tangents $\mathbf t_1,\mathbf t_2$ and normal $\mathbf n$ the direction is
$\sin\theta\cos\phi\,\mathbf t_1+\sin\theta\sin\phi\,\mathbf t_2+\cos\theta\,\mathbf n$.

The law can be tested without assuming the cosine. Molecules with Maxwell velocities were spread evenly above a plane, and the 99\,521 that crossed it in one time step were kept. The cumulative distribution of their $\sin^2\theta$ differed from a uniform one by at most 0.0037, comparable with the sampling noise $1/\sqrt{99\,521}\approx0.003$. For $2\theta/\pi$ the distance was 0.105, and for $\cos\theta$ it was 0.248. The last value is expected: $P(\cos\theta<c)=c^2$, and $c-c^2$ has its maximum, $1/4$, at $c=1/2$.

\subsection{Where uniform angle goes wrong, and a repair}

From (\ref{laws}),
\begin{equation}
\frac{q_\theta}{q_{\rm c}}=\frac{1}{\pi\sin\theta\cos\theta}=\frac{2}{\pi\sin2\theta}.
\end{equation}
The ratio is smallest at $45^\circ$, where it equals $2/\pi\approx0.64$, and diverges at both ends. Uniform $\theta$ puts $10/90=11.1\,\%$ of the molecules within $10^\circ$ of the normal and the same share within $10^\circ$ of the surface. The cosine law puts $\sin^2 10^\circ=3.0\,\%$ in each range.

Condition (\ref{claim}) applies to equal weights. For any function $g$ of direction, averaged over $\phi$,
\begin{equation}
\int_0^{\pi/2}g(\theta)\,2\sin\theta\cos\theta\,d\theta
=\int_0^{\pi/2}\frac2\pi\,d\theta\;g(\theta)\,W(\theta),\qquad W=\frac\pi2\sin2\theta .
\end{equation}
Uniform $\theta$ is thus legitimate if each particle carries the weight $W$. With one million weighted samples, the direct escape from mid-wall came out as 0.0356, against 0.0358 from the cosine law; without weights it is 0.0784.

The repair has a price. The mean of $W$ is 1, but the mean of $W^2$ is $(\pi^2/4)(1/2)=\pi^2/8\approx1.23$. After a fixed number $n$ of independent emissions the mean squared product of weights is $(\pi^2/8)^n$, about 10 for $n=11$. In the trench the number of emissions is random, and the price is higher still. Following the squared weights through the balance of impacts shows that their sum over the molecules still inside eventually grows by a factor of about 1.17 per emission: escape removes molecules more slowly than the squared weights grow. The weighted impact counts then have the right mean but an infinite variance, so the weights are safe for a single emission but not for repeated re-emission in this trench. Drawing $\sin^2\theta$ uniformly keeps all weights equal.

\subsection{Why the cosine law leaves the trench even}

Take two surface elements $dA$ and $dA'$ that see each other at distance $R$, with angles $\theta$ and $\theta'$ between their normals and the line joining them. Seen from $dA$, the other element fills the solid angle $\cos\theta'\,dA'/R^2$. At unit flux, $dA$ sends it
\begin{equation}
dA\,\frac{\cos\theta}{\pi}\,\frac{\cos\theta'\,dA'}{R^2},
\end{equation}
which is unchanged when the elements are exchanged. This is reciprocity.

Set $s=0$ and try $\Gamma=1$. By reciprocity, the flux arriving at a point from all walls and from the mouth is
\begin{equation}
\int\frac{\cos\theta\cos\theta'}{\pi R^2}\,dA'=\int\frac{\cos\theta}{\pi}\,d\Omega=1 ,
\end{equation}
because walls and mouth together fill the hemisphere. Even flux is therefore a solution.

It is also the only bounded one. The difference $\delta$ of two solutions has no direct supply, so it is fed by the walls alone. Every point of this trench sees the mouth under at least some fraction $\epsilon>0$ of its incoming flux. Hence $\max|\delta|\le(1-\epsilon)\max|\delta|$, which forces $\delta=0$.

Even flux fixes the mean number of impacts per entering molecule: it is the surface area divided by the mouth area, $2a+1=11$. The numerical balance gives 11.00 for the cosine law, but 7.66 for uniform $\theta$ and about 6.7 for uniform $\cos\theta$. The wrong samplers let molecules out too early.

\section{Larger sticking}

At $s=1$ nothing is re-emitted, and the choice of re-emission law has no effect. The floor then receives the direct supply alone. A floor point at distance $x$ from one wall sees the mouth between in-plane angles with tangents $-x/a$ and $(1-x)/a$. Integrating $\cos\alpha/2$ between them and averaging over $x$ gives
\begin{equation}
\bar D=\int_0^1\frac12\left[\frac{x}{\sqrt{a^2+x^2}}+\frac{1-x}{\sqrt{a^2+(1-x)^2}}\right]dx=\sqrt{1+a^2}-a .
\end{equation}
The two terms have equal integrals. For $a=5$ the result is 0.099.

Between the limits the error need not keep its sign. In the same trench, the floor flux under the cosine law and under uniform $\theta$ is 0.863 and 0.85 at $s=0.01$, 0.382 and 0.461 at $s=0.1$, and 0.131 and 0.156 at $s=0.5$. Relative to the cosine result, uniform $\theta$ is between 1 and 2\,\% low, then about 21\,\% high, then about 19\,\% high. Near-agreement on the floor at one sticking probability does not validate the sampler.

\section{The model beside a real reactor}

The temperature, pressure and growth rate are rough values typical of low-pressure silicon deposition. With a rough collision diameter of 0.4 nm the mean free path is about 0.7 mm, several thousand trench widths. Under the cosine law with negligible sticking, the trench holds gas at the outside density $n$. For molecules of one speed $v$, the number $nV$ inside, divided by the rate $nvA/4$ of entry through the mouth area $A$, is the mean time spent inside, so the mean path is $4V/A=4a=20$ widths. Collisions there are negligible. Consumption of silane lowers the floor flux in the cosine model by 0.03\,\%. A 20 nm film on each wall narrows the trench to 60 nm and raises the aspect ratio to 8.3; the deficit is then still only 0.07\,\%, while the floor flux under uniform $\theta$ falls from 0.93 to 0.91.

A second growth species could lower the true floor thickness by more than consumption does. If 1\,\% of the field growth came from a radical that sticks at its first impact, the floor would lose $0.01\times(1-0.099)=0.9\,\%$ of its thickness. The 1\,\% is an assumption, and the loss is proportional to it. Surface diffusion, incomplete loss of directional memory and a sticking probability that varies with surface coverage are left out and have not been sized. The 42\,\% deficit at mid-wall has none of these causes: it comes from the random-number formula.

\section*{Table of computed values}
\begin{verbatim}
Gas molecules crossing the plane: 99521
CDF distance from uniform, sin^2 theta: 0.0037
CDF distance from uniform, theta: 0.1054
CDF distance from uniform, cos theta: 0.2478
cosine: share below 10 deg 0.0302, above 80 deg 0.0302
uniform theta: share below 10 deg 0.1111, above 80 deg 0.1111
uniform cos: share below 10 deg 0.0152, above 80 deg 0.1736
Trench width 100 nm, depth 500 nm, aspect ratio 5.0
Temperature 900 K, pressure 0.2 Torr
Field growth rate 10 nm/min, field film 20 nm
Si atom density 5.0e+22 cm^-3 (rough)
SiH4 collision diameter 0.4 nm (rough)
SiH4 impingement flux: 4.132e+19 cm^-2 s^-1
Effective sticking probability: 2.02e-05
cosine: direct escape from mid-wall 0.0358
uniform theta: direct escape from mid-wall 0.0784
uniform cos: direct escape from mid-wall 0.1211
uniform theta with weights: direct escape 0.0356
cosine, s=0: wall-floor exchange ratio 1.000, mean impacts 11.00
uniform theta, s=0: wall-floor exchange ratio 1.399, mean impacts 7.66
uniform cos, s=0: wall-floor exchange ratio 1.778, mean impacts 6.69
cosine: flux top tenth 1.000, mid 1.000, lowest tenth 1.000, floor 1.000
cosine: film mid-wall 20.0 nm, floor 20.0 nm
uniform theta: flux top tenth 0.860, mid 0.582, lowest tenth 0.844, floor 0.933
uniform theta: film mid-wall 11.6 nm, floor 18.7 nm
uniform cos: flux top tenth 0.674, mid 0.432, lowest tenth 1.003, floor 1.165
uniform cos: film mid-wall 8.6 nm, floor 23.3 nm
Largest particle/balance difference: 1.18 %
Largest flux shift on halving the mesh: 1.2e-03
s=0.01: floor/field cosine 0.8627, theta 0.8481, cos 1.0675
s=0.1: floor/field cosine 0.3815, theta 0.4612, cos 0.5970
s=0.5: floor/field cosine 0.1312, theta 0.1560, cos 0.1830
Mean free path 656 um, Knudsen number 6556
True floor deficit from consumption: 0.032 %
Aspect ratio after the film: 8.33
True floor deficit after narrowing: 0.068 %
Uniform-theta floor flux after narrowing: 0.911
Floor/field for a radical with s=1: 0.0990
Floor deficit for 1 % radical share: 0.90 %
\end{verbatim}
